Kramers-Kronig relations and the f-sum rule for a causal susceptibility

An absorption spectrum calculated as a sum over transitions to empty states must stop at some photon energy, because each further electronvolt costs more empty states. Two decisions follow: whether the real part of the response may be obtained from the absorption alone, and at what energy W the spectrum may be cut. The first rests on the Kramers-Kronig relations. The second can be judged with the f-sum rule, which fixes the total absorption before any spectrum is computed.

**Setting and theorem**

A uniform, isotropic, linear medium responds to the macroscopic field E through

P(t) = ε₀ ∫ χ(τ) E(t−τ) dτ.

The kernel χ(τ) is real. Causality means χ(τ) = 0 for τ < 0: polarization does not precede its field. The Fourier convention is

χ(ω) = ∫₀^∞ χ(t) e^{iωt} dt,

so fields vary as e^{−iωt} and absorption means Im χ > 0 for ω > 0. P∫ denotes a principal value, with symmetric limits both at the pole and at infinity.

**Theorem.** (a) If χ(t) is causal and ∫₀^∞ |χ(t)| dt is finite, then for every real ω

Re χ(ω) = (1/π) P∫ Im χ(x)/(x−ω) dx,

Im χ(ω) = −(1/π) P∫ Re χ(x)/(x−ω) dx,

with x running over the whole real line.

(b) If, in addition, χ′ and χ″ are integrable on t > 0, χ(0⁺) = 0 and χ′(0⁺) = ω_p², where ω_p² = ne²/(ε₀m), then χ(ω) → −ω_p²/ω² at high frequency and

∫₀^∞ ω Im χ(ω) dω = πω_p²/2.

Here n is the density of responding electrons, of charge −e and mass m. The treatment is nonrelativistic, and each electron is taken to feel the macroscopic field, so local-field corrections are left out.

**Lemma 1: what causality gives**

χ(ω) is analytic for Im ω > 0, continuous for Im ω ≥ 0, and tends to zero as |ω| → ∞, uniformly in direction, in the closed upper half plane.

*Proof.* Since t ≥ 0 in the integral, |e^{iωt}| = e^{−t Im ω} ≤ 1 when Im ω ≥ 0. The integrand is therefore bounded by the integrable function |χ(t)|, and continuity follows by dominated convergence. For Im ω ≥ η > 0, differentiation with respect to ω brings down a factor t, but t e^{−ηt} is bounded. The differentiated integral converges uniformly, so χ(ω) is analytic.

For the decay, choose any ε > 0 and a continuously differentiable g(t), zero outside a bounded interval inside t > 0, with ∫|χ−g| dt < ε. Such functions approximate every integrable function in this sense. One integration by parts, without boundary terms, gives

∫ g e^{iωt} dt = −(1/(iω)) ∫ g′ e^{iωt} dt.

Hence |χ(ω)| ≤ ε + (1/|ω|) ∫|g′| dt. The second term vanishes for large |ω|, and ε was arbitrary. ∎

**Proof of part (a)**

Integrate χ(z)/(z−ω) along the real axis from −R to R, passing above z = ω on a semicircle of radius δ, and return on the large upper semicircle of radius R. The closed integral is zero. To see this when χ is merely continuous on the axis, replace χ(z) by χ(z+iη) with η > 0. This function is analytic on and inside the contour, so Cauchy's theorem applies; then let η → 0, using uniform continuity on the bounded region.

The large arc is at most πR max|χ|/(R−|ω|), which vanishes by Lemma 1. On the small arc z = ω + δe^{iθ}, so dz/(z−ω) = i dθ, and θ runs from π down to 0. Continuity gives the limit −iπχ(ω). The straight parts must cancel it:

P∫ χ(x)/(x−ω) dx = iπχ(ω).

This also shows that the principal value exists. With χ = Re χ + i Im χ, the right side is −π Im χ(ω) + iπ Re χ(ω). Equating real parts gives the second relation of the theorem, and equating imaginary parts gives the first. ∎

**Remark: positive frequencies**

A real kernel gives χ(−ω) = χ(ω)* for real ω, so Re χ is even and Im χ is odd. Setting x = −y on the negative half-line turns its contribution to the first relation into ∫₀^∞ Im χ(y)/(y+ω) dy. Since 1/(y−ω) + 1/(y+ω) = 2y/(y²−ω²),

Re χ(ω) = (2/π) P∫₀^∞ y Im χ(y)/(y²−ω²) dy.

In the second relation the reflected term has the opposite sign, and 1/(y−ω) − 1/(y+ω) = 2ω/(y²−ω²). Thus, for ω > 0,

Im χ(ω) = −(2ω/π) P∫₀^∞ Re χ(y)/(y²−ω²) dy.

At ω = 0 the first relation becomes the static rule Re χ(0) = (2/π) ∫₀^∞ Im χ(y)/y dy. Absorption at any positive frequency raises the static susceptibility, with low frequencies weighted most.

**Lemma 2: inertia fixes the initial slope**

For n electrons per volume moving in forces that depend on position, χ(0⁺) = 0 and χ′(0⁺) = ne²/(ε₀m).

*Proof.* Apply a very short field pulse with J = ∫E dt. It changes an electron's momentum by −eJ before the electron has moved. Just afterwards the displacement is −eJt/m, so P = −en(−eJt/m) = ne²Jt/m. The definition of χ gives P = ε₀χ(t)J for the same pulse. Comparison gives χ(t) ≈ ω_p²t. The binding forces act later, through higher powers of t.

The quantum argument is the same, and it explains the letter f. Take H = p²/(2m) + V(x), with ground state |0⟩, transition frequencies ω_j and matrix elements x_{j0}. The interaction exE(t) multiplies |0⟩ by e^{−ieJx/ħ}. To first order in J, the change in mean position is

δx(t) = −(ieJ/ħ) ⟨0|[x(t), x]|0⟩.

Inserting energy eigenstates gives ⟨0|x(t)x|0⟩ = Σ|x_{j0}|² e^{−iω_jt}. Subtracting the complex conjugate makes the commutator −2i Σ|x_{j0}|² sin(ω_jt), so

δx(t) = −(eJ/m) Σ f_j sin(ω_jt)/ω_j,

f_j = 2mω_j|x_{j0}|²/ħ.

The initial slope is −(eJ/m) Σf_j. But the kick turns p into p − eJ, and the velocity is p/m, so the slope must be −eJ/m. Therefore Σf_j = 1. For N electrons, use the sum of their coordinates: interactions that depend on positions commute with it, and the corresponding sum is N. ∎

For the dimensionless anharmonic oscillator H = p²/2 + x²/2 + x⁴, diagonalization gives f₁ = 0.99276 and f₃ = 0.00722, while f₂ vanishes by parity. All strengths together add to 1.000000. Anharmonicity moves strength between transitions without changing its total. An undamped kernel χ(t) = ω_p² Σ f_j sin(ω_jt)/ω_j is not integrable, so the theorem does not apply to it as it stands. Its absorption is a set of sharp lines, Im χ = (πω_p²/2) Σ (f_j/ω_j) δ(ω−ω_j) for ω > 0, and the sum rule then follows directly from Σf_j = 1. A damping factor e^{−ηt} makes the kernel integrable without changing χ(0⁺) or χ′(0⁺).

The position dependence of V matters in practice. A nonlocal potential does not commute with x, so the velocity becomes p/m + (i/ħ)[V, x]. The kick can alter the extra term, and the sum need not equal the electron number. A calculation with nonlocal pseudopotentials should therefore not be judged against the unmodified rule to high accuracy. Hartree-Fock exchange is nonlocal too: for helium the independent-particle sum over empty Hartree-Fock orbitals is about 2.9 instead of 2, while LDA orbitals and time-dependent Hartree-Fock give 2. The count N also means all electrons. In an all-electron calculation a sum from valence orbitals alone overshoots, because transitions into the filled core, which carry negative strength, are left out: neon in LDA gives about 8.3 for its 8 valence electrons.

**Lemma 3: the high-frequency tail**

Under the integrability assumptions of part (b), χ and χ′ vanish as t → ∞: each has a limit because its derivative is integrable, and a nonzero limit would contradict its own integrability. For Im ω ≥ 0 and ω ≠ 0, integration by parts gives

χ(ω) = −χ(0⁺)/(iω) − (1/(iω)) ∫₀^∞ χ′ e^{iωt} dt.

Use −1/i = i and treat the remaining integral in the same way:

∫₀^∞ χ′ e^{iωt} dt = iχ′(0⁺)/ω + (i/ω) ∫₀^∞ χ″ e^{iωt} dt.

Together,

χ(ω) = iχ(0⁺)/ω − χ′(0⁺)/ω² − (1/ω²) ∫₀^∞ χ″ e^{iωt} dt.

The last integral tends to zero uniformly, by the decay argument of Lemma 1 applied to χ″. With the initial values of part (b), χ(ω) = −ω_p²/ω² plus a remainder that vanishes faster. At high frequency the field reverses before binding or damping can act, and the electrons respond as if free. ∎

**Proof of part (b)**

Integrate zχ(z), which has no pole on the axis, from −R to R and back along the large upper semicircle. The total is zero. On the arc, zχ(z) = −[ω_p² + r(z)]/z with r → 0 uniformly, and ∫dz/z = iπ. The arc therefore tends to −iπω_p², and

lim_{R→∞} ∫_{−R}^{R} xχ(x) dx = iπω_p².

The product x Re χ is odd and integrates to zero. The product x Im χ is even and contributes 2i∫₀^R x Im χ dx. Division by 2i gives the sum rule. ∎

The tail can also be read from the folded relation. If absorption ends at a finite frequency, then far above it y²−ω² may be replaced by −ω², and

Re χ(ω) ≈ −(2/(πω²)) ∫₀^∞ y Im χ(y) dy.

Matching this to −ω_p²/ω² gives the same rule. The contour proof does not require absorption to end.

**The Lorentz oscillator checked directly**

Let ẍ + γẋ + ω₀²x = −eE/m, with 0 < γ < 2ω₀. After the short pulse, x(0) = 0 and ẋ(0) = −eJ/m, so

χ(t) = ω_p² e^{−γt/2} sin(Ωt)/Ω,  Ω² = ω₀² − γ²/4.

Write the sine as two exponentials and set a = γ/2 − iω. The transform is

χ(ω) = (ω_p²/(2iΩ)) [1/(a−iΩ) − 1/(a+iΩ)] = ω_p²/(a²+Ω²).

Since a² = γ²/4 − iγω − ω²,

χ(ω) = ω_p²/(ω₀² − ω² − iγω).

The poles are z₁,₂ = ±Ω − iγ/2, both below the real axis. In terms of them,

χ(x) = −(ω_p²/(z₁−z₂)) [1/(x−z₁) − 1/(x−z₂)].

To check part (a) without a contour, use the identity

1/((x−ω)(x−z_j)) = (1/(ω−z_j)) [1/(x−ω) − 1/(x−z_j)].

The principal value of the first term is the limit of ln[(R−ω)/(R+ω)], which is zero. For z_j = c − ib with b > 0,

1/(x−z_j) = [(x−c) − ib]/[(x−c)² + b²].

Its real part integrates to zero between symmetric limits and its imaginary part to −π. Each pole term 1/(x−z_j) in χ therefore contributes iπ/(ω−z_j), and their combination is iπχ(ω), as required. With b < 0 the sign reverses: poles above the axis give −iπχ(ω).

For part (b), divide the numerator and denominator of ω Im χ by ω²:

ω Im χ = ω_p²γ/(u²+γ²),  u = ω − ω₀²/ω.

Let I = ∫₀^∞ dω/(u²+γ²). The substitution ω → ω₀²/ω changes u to −u and gives I = ∫₀^∞ (ω₀²/ω²) dω/(u²+γ²). Adding the two forms produces du = (1+ω₀²/ω²) dω, with u running from −∞ to ∞:

2I = ∫ du/(u²+γ²) = π/γ.

Thus ω_p²γI = πω_p²/2. Neither ω₀ nor γ survives: binding and damping redistribute absorption but leave this total unchanged.

**Numbers for a model medium**

Take n = 5×10²⁸ m⁻³, ħω₀ = 5 eV and ħγ = 1 eV. These are round model parameters. The density gives ħω_p = 8.303 eV; squaring the unrounded value gives (ħω_p)² = 68.942 eV². At 4 eV the denominator of χ is 25 − 16 − 4i = 9 − 4i in eV², with squared modulus 97, so

Re χ = 68.942 × 9/97 = 6.397,

Im χ = 68.942 × 4/97 = 2.843.

The numerical dispersion integrals return the same values. At 6 eV, above resonance, they give Re χ = −4.830 and Im χ = 2.635, again matching the closed form. The real part is now negative because the displacement lags the driving force by more than a quarter period. If the sign of γ is reversed, the poles move above the axis and the real-frequency function describes a response that precedes its field. At 4 eV its real part is still 6.397, but the dispersion integral gives −6.397.

In energy units the sum rule reads

∫₀^∞ (ħω) Im χ d(ħω) = (π/2) × 68.94 eV² = 108.29 eV²,

and quadrature of the absorption gives the same value. Inverting n = ε₀mω_p²/e² recovers the input density, 5.000×10²⁸ m⁻³.

Now consider the cutoff. For ω well above ω₀ and γ, ω Im χ ≈ ω_p²γ/ω². Integrating from W to infinity and dividing by πω_p²/2 gives

missing share ≈ 2γ/(πW).

At 20 eV this predicts 3.18 % of the full sum, against a computed 3.32 %; at 100 eV both are 0.64 %. At 10 eV the estimate is 6.4 % but the computed share is 7.7 %, because the resonance is not yet far below the cutoff. To see the correction, write ω Im χ = ω_p²γω²/[ω⁴ − (2ω₀²−γ²)ω² + ω₀⁴] ≈ (ω_p²γ/ω²)[1 + (2ω₀²−γ²)/ω²]; the integral from W to infinity is ω_p²γ[1/W + (2ω₀²−γ²)/(3W³)]. This next term multiplies the estimate by 1 + (2ω₀²−γ²)/(3W²) = 1 + 49/300, raising it to 7.4 %.

A deficit in the f-sum is not an equal error in the static susceptibility. The static rule has integrand Im χ/ω ≈ ω_p²γ/ω⁴, so its missing share, relative to χ(0) = ω_p²/ω₀², is about 2γω₀²/(3πW³). At W = 20 eV this is about 0.07 %. For this model, a 20 eV cutoff serves a static calculation well although it leaves 3.3 % of the f-sum outside. These powers of W and these percentages belong to a single Lorentz line with constant damping, where only a tail lies above W. In a real spectrum the missing part is mostly transition strength above W. For the hydrogen atom, a 20 eV cutoff leaves out 21 % of the f-sum and 4.3 % of the static polarizability; 50 eV leaves out 3.5 % and 0.12 %. What carries over is a bound: since Im χ/ω ≤ ω Im χ/W² above W, the missing static susceptibility is at most ω_p²/W² times the missing share of the f-sum.

**Two cases at the boundary**

*Debye relaxation: causality without inertia.* The kernel (χ₀/τ)e^{−t/τ} has the transform χ₀/(1−iωτ). It is causal and integrable, so part (a) holds: for χ₀ = 1 and ħ/τ = 1 eV, both the closed form and the dispersion integral give Re χ = 0.200 at 2 eV. But χ(0⁺) = χ₀/τ is not zero, and Lemma 3 gives a tail iχ₀/(ωτ). Then ω Im χ tends to the constant χ₀/τ, and the f-sum integral diverges. It is 98.4 eV² up to 100 eV and 198.4 eV² up to 200 eV. The polarization starts with a jump, which massive charges cannot make, so the model cannot be used at arbitrarily high frequency.

*Free carriers: a pole on the axis.* Setting ω₀ = 0 gives

χ(ω) = −ω_p²/[ω(ω+iγ)] = (iω_p²/γ) [1/ω − 1/(ω+iγ)].

After a pulse the carriers stay displaced, χ(t) tends to ω_p²/γ, and the integrability assumed in part (a) fails. The second term alone is the transform of −(ω_p²/γ)e^{−γt}, which is causal and integrable. The Kramers-Kronig relations therefore hold for χ − iω_p²/(γω), the response with its zero-frequency pole removed. The subtraction matters only when Im χ is obtained from Re χ; in the folded relation for Re χ at ω > 0 the pole term contributes P∫₀^∞ dy/(y²−ω²) = 0. The sum rule needs no such change, since ω Im χ = ω_p²γ/(ω²+γ²) integrates to πω_p²/2. In a metal, the free-carrier absorption must be included before the f-sum is compared with the electron density.

The numerical output below gives the remaining digits.

Numbers as computed

```
electron density n = 5.000e+28 m^-3
plasma energy = 8.3031 eV
resonance energy = 5.0 eV, damping energy = 1.0 eV
pole energies = +-4.9749 -0.5000 i eV
slope after short pulse / wp^2 = 0.9752 (at 0.02 eV^-1)
at 4.0 eV: closed form Re chi = 6.39669, Im chi = 2.84297
at 4.0 eV: KK integral Re chi = 6.39669, Im chi = 2.84297
at 6.0 eV: closed form Re chi = -4.83034, Im chi = 2.63473
at 6.0 eV: KK integral Re chi = -4.83034, Im chi = 2.63473
static chi: closed form = 2.75768, integral = 2.75768
anticausal, 4.0 eV: true Re chi = 6.39669, KK integral = -6.39669
f-sum integral = 108.2940 eV^2
pi wp^2/2 = 108.2940 eV^2
density recovered from absorption = 5.000e+28 m^-3
cutoff 10 eV: missing share = 7.699 %, tail estimate = 6.366 %
cutoff 20 eV: missing share = 3.321 %, tail estimate = 3.183 %
cutoff 50 eV: missing share = 1.282 %, tail estimate = 1.273 %
cutoff 100 eV: missing share = 0.638 %, tail estimate = 0.637 %
Debye at 2.0 eV: Re chi = 0.20000, KK integral = 0.20000
Debye f-sum integral to 100 eV = 98.44 eV^2
Debye f-sum integral to 200 eV = 198.43 eV^2
quantum strengths: f_1 = 0.992759, f_3 = 0.007217
quantum sum of strengths = 1.00000000
```
